# Radiative capture at a deep centre from supercell momentum matrix elements

An electron at a band edge falls into an empty level of a neutral deep centre and emits one photon. A supercell calculation supplies the momentum matrix element between the two states. The problem is to turn this into a capture coefficient and to find its usual size.

SI units are used in derivations. Lengths of atomic size are in Å, energies in eV and capture coefficients in cm³/s. The electron has charge \(-e\) and mass \(m\). The supercell has volume \(V=L^3\) and contains one centre, and both states are normalised to one in it. The band edge is non-degenerate apart from spin, and the carriers are dilute. The states are treated as single-particle orbitals.

## (a) How is the capture coefficient related to the rate in a supercell?

**Solution.** For carrier density \(n\) and density \(N_d\) of empty centres, the coefficient \(C\) is defined by
\[
\frac{dn}{dt}=-C\,nN_d .
\]
Each centre therefore captures at the rate \(Cn\). One carrier in the supercell has \(n=1/V\). If its capture rate is \(\Gamma\), then \(\Gamma=C/V\), or
\[
C=V\Gamma .
\]
An extended state has amplitude of order \(V^{-1/2}\) at the centre, so \(\Gamma\propto1/V\) and the product has a finite limit.

The momentum operator conserves spin. In an empty level, every orbital is open to a carrier of either spin, and \(\Gamma\) is summed over the orbitals. If a single orbital already holds one electron, only the opposite spin can enter; unpolarised carriers then bring a factor 1/2.

## (b) What is the photon emission rate in a medium of refractive index \(n_r\)?

**Solution.** Take a transparent, isotropic medium without dispersion. In a photon volume \(V_{ph}\), one mode has
\[
\mathbf A=A_0\boldsymbol\epsilon\left(a\,e^{i\mathbf k\cdot\mathbf r}+a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),\qquad \omega=ck/n_r .
\]
With \(\mathbf E=-\partial_t\mathbf A\), a state of \(N\) photons has \(\langle E^2\rangle=\omega^2A_0^2(2N+1)\). Electric and magnetic energies are equal on average, so the total is
\[
\varepsilon_0n_r^2V_{ph}\,\omega^2A_0^2(2N+1)=\hbar\omega\left(N+\tfrac12\right),
\]
which gives
\[
A_0^2=\frac{\hbar}{2\varepsilon_0n_r^2\omega V_{ph}} .
\]
The kinetic energy \((\mathbf p+e\mathbf A)^2/2m\) contains the one-photon coupling \(e\mathbf A\cdot\mathbf p/m\). The centre is much smaller than the wavelength, so \(e^{i\mathbf k\cdot\mathbf r}\approx1\). Writing \(\mathbf p\) for the matrix element \(\langle b|\hat{\mathbf p}|0\rangle\) from band state 0 to bound state \(b\), the golden rule is
\[
\Gamma=\frac{2\pi}{\hbar^2}\sum_{\mathbf k,\boldsymbol\epsilon}\frac{e^2A_0^2}{m^2}|\boldsymbol\epsilon\cdot\mathbf p|^2\,\delta(\omega-\omega_k).
\]
The number of wavevectors in \(d\omega\,d\Omega\) is
\[
V_{ph}\frac{k^2dk\,d\Omega}{(2\pi)^3}=V_{ph}\frac{n_r^3\omega^2}{8\pi^3c^3}\,d\omega\,d\Omega .
\]
The two polarisations are perpendicular to \(\hat{\mathbf k}\), hence
\[
\int d\Omega\left(|\mathbf p|^2-|\hat{\mathbf k}\cdot\mathbf p|^2\right)=4\pi\left(1-\tfrac13\right)|\mathbf p|^2=\frac{8\pi}{3}|\mathbf p|^2 .
\]
Collecting the factors,
\[
\Gamma=\frac{2\pi}{\hbar^2}\,\frac{e^2}{m^2}\,\frac{\hbar}{2\varepsilon_0n_r^2\omega}\,\frac{n_r^3\omega^2}{8\pi^3c^3}\,\frac{8\pi}{3}|\mathbf p|^2
=\frac{n_re^2\omega|\mathbf p|^2}{3\pi\varepsilon_0\hbar m^2c^3}.
\]
Three powers of \(n_r\) come from the mode density and two are lost through the field amplitude. One remains.

## (c) Which photon energy enters when the lattice relaxes, and what is \(C\)?

**Solution.** Let \(\mathbf p\) be independent of the nuclear coordinate \(Q\). Use one mode of frequency \(\Omega\), with mass-weighted \(Q\), whose minimum shifts by \(\Delta Q\) after capture. The vibrational Hamiltonians before and after satisfy
\[
H_i-H_f=\tfrac12\Omega^2Q^2-\tfrac12\Omega^2(Q-\Delta Q)^2=\Omega^2Q\,\Delta Q-\tfrac12\Omega^2\Delta Q^2 .
\]
Let \(\chi_\mu\) and \(\chi'_\nu\) be vibrational states before and after capture, with energies \(\epsilon_\mu\) and \(\epsilon'_\nu\). Part (b) makes each rate linear in the photon energy. The sum over final vibrations therefore needs
\[
\sum_\nu|\langle\chi'_\nu|\chi_\mu\rangle|^2(E_{ZPL}+\epsilon_\mu-\epsilon'_\nu)
=E_{ZPL}+\langle\chi_\mu|H_i-H_f|\chi_\mu\rangle ,
\]
by completeness of the \(\chi'_\nu\). Since \(\langle Q\rangle=0\) in every \(\chi_\mu\), the result is
\[
E=E_{ZPL}-S\hbar\Omega,\qquad S=\frac{\Omega\,\Delta Q^2}{2\hbar}.
\]
It does not depend on \(\mu\), nor therefore on temperature. \(E\) is the vertical energy at the geometry before capture. The sum formally includes negative photon energies, so their weight must be negligible: the vertical energy \(E\) must far exceed the width of the phonon sideband.

Set \(\omega=E/\hbar\), multiply by \(V\), and sum over the final orbitals:
\[
C=\frac{n_re^2E}{3\pi\varepsilon_0\hbar^2m^2c^3}\,V\sum|\mathbf p|^2 .
\]
With \(e^2=4\pi\varepsilon_0\hbar c\,\alpha\) and the length \(\Lambda=V\sum|\mathbf p|^2/\hbar^2\), this becomes
\[
C=\frac43\,\alpha n_r\omega\left(\frac{\hbar}{mc}\right)^2\Lambda .
\]
All the electronic structure is now in \(\Lambda\) and \(E\).

## (d) Find \(\Lambda\) for capture from an s-like band wave into a threefold p-like level.

**Solution.** Use one band of mass \(m\) and a short-range spherical potential. In an infinite cell the band-edge state is \(V^{-1/2}\varphi(r)\), where \(\varphi\to1-a/r\) outside the centre and \(a\) is the scattering length. The bound states are \(R_b(r)Y_{1\mu}\).

For the \(p_z\) orbital, \(\partial_z\varphi=\varphi'\cos\theta\) and \(Y_{10}=\sqrt{3/4\pi}\cos\theta\). The angular integral is \(\sqrt{3/4\pi}\,(4\pi/3)=\sqrt{4\pi/3}\). Its x and y components vanish. Three equivalent orbitals give
\[
\Lambda=4\pi I^2,\qquad I=\int_0^\infty R_b\,\varphi'\,r^2dr .
\]
For a local potential \([\hat{\mathbf r},H]=i\hbar\hat{\mathbf p}/m\). Between eigenstates separated by \(E\), this gives \(|\langle\hat{\mathbf p}\rangle|=(mE/\hbar)|\langle\hat{\mathbf r}\rangle|\). The equivalent length form is
\[
|I|=\frac{mE}{\hbar^2}|J|,\qquad J=\int_0^\infty R_b\,\varphi\,r^3dr .
\]
An undistorted band wave \(\varphi=1\) gives \(I=0\) but generally \(J\ne0\). It is not an eigenstate in the presence of the centre, so the two forms need not agree. In this one-band model the distortion of the band state is essential. In a crystal the Bloch factor varies on the atomic scale, so an undistorted band state can already have a nonzero matrix element with a deep level.

With a nonlocal pseudopotential, \(\hat{\mathbf p}/m\) must be replaced by the velocity \((i/\hbar)[H,\hat{\mathbf r}]\). In an effective-mass model of mass \(m^*\), that velocity is \(\hat{\mathbf p}/m^*\).

## (e) A real supercell is finite. By what factor is the raw \(V\sum|\mathbf p|^2\) wrong?

**Solution.** Outside a neutral centre, the lowest band state in the periodic cell is the wave of a point source:
\[
\psi=\frac{N}{V}\sum_{\mathbf G}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2-k^2},\qquad \mathbf G=\frac{2\pi}{L}\mathbf n .
\]
Here \(\hbar^2k^2/2m\) is its energy above the bulk band edge. For a host band of isotropic mass \(m^*\), that mass replaces \(m\) in this relation; an anisotropic band edge is not covered by the sums below. Small terms from the finite range of the potential are neglected. Normalisation gives \(N^2=V/\sum_{\mathbf G}(G^2-k^2)^{-2}\).

Near the source, \(\psi\to(N/4\pi)(1/r+s)\). This must have the form \(A(1-a/r)\), so \(s=-1/a\) and \(A=-N/(4\pi a)\). In an infinite cell \(VA^2=1\). The raw result is thus too large by \(f=VA^2\):
\[
f=\frac{V^2}{16\pi^2a^2\sum_{\mathbf G}(G^2-k^2)^{-2}}
=\frac{\pi^2L^2}{a^2\sum_{\mathbf n}(n^2-q^2)^{-2}},\qquad q=\frac{kL}{2\pi}.
\]
The second form uses \(V=L^3\) and \(G=2\pi n/L\).

The constant \(s\) follows by smearing the source with a Gaussian, subtracting the same smeared \(1/r\), and then removing the width:
\[
s=\frac1{\pi L}\lim_{\delta\to0}\left[\sum_{\mathbf n}\frac{e^{-\pi\delta n^2}}{n^2-q^2}-\frac{2\pi}{\sqrt\delta}\right]=-\frac1a .
\]
The subtracted term is \(\int d^3n\,e^{-\pi\delta n^2}/n^2\). The computed band energy fixes \(q\), this equation gives \(a\), and \(f\) follows.

For a large cell, separate \(\mathbf n=0\), which contributes \(-1/q^2\). At \(q=0\) the other terms need
\[
-c=\lim_{\delta\to0}\left[\sum_{\mathbf n\ne0}\pi\int_\delta^\infty e^{-\pi n^2t}dt-\frac{2\pi}{\sqrt\delta}\right].
\]
Split the integral at \(t=1\). Below it, use Poisson's formula \(\sum_{\mathbf n}e^{-\pi n^2t}=t^{-3/2}\sum_{\mathbf m}e^{-\pi m^2/t}\). Its \(\mathbf m=0\) term gives \(2\pi/\sqrt\delta-2\pi\), and removing \(\mathbf n=0\) gives \(-\pi\). Substituting \(u=1/t\) in the remaining integrals yields
\[
-c=-3\pi+\sum_{\mathbf n\ne0}\left[\frac{e^{-\pi n^2}}{n^2}+\frac{\pi\,\mathrm{erfc}(\sqrt\pi\,n)}{n}\right]=-8.914 .
\]
To leading orders \(1/q^2=\pi L/a-c\), while \(\sum_{\mathbf n}(n^2-q^2)^{-2}\approx1/q^4\). Therefore
\[
f\approx\left(1-\frac{ca}{\pi L}\right)^{-2}\approx1+\frac{2c}{\pi}\frac aL=1+5.67\frac aL .
\]
The error decays as \(1/L\), although the bound state converges much faster. For large cells, positive \(a\) makes the raw value too large and negative \(a\) makes it too small. A charged centre has a Coulomb tail, so this factor does not apply to it.

## (f) Evaluate a model centre that emits visible light in a host with the refractive index of hBN.

Take \(n_r=2.1\), \(E_{ZPL}=2.3\) eV, \(S=2\), \(\hbar\Omega=0.15\) eV and \(T=300\) K. The potential is a spherical well of radius 2.0 Å, smoothed by a Gaussian of standard deviation 0.35 Å. The band mass is \(m\).

**Solution.** The vertical energy is \(E=2.3-2(0.15)=2.0\) eV, so \(\omega=3.04\times10^{15}\) s⁻¹. A finite-difference solution of the radial equation places the lowest p level at \(-2.0\) eV when the well is 14.25 eV deep. The same well binds an s level at \(-7.6\) eV, deeper than the roughly 6 eV gap of hBN. The band-edge s wave has no dipole coupling to it, and it is left out. The zero-energy wave has \(a=1.37\) Å, and the integral is \(|I|=1.816\) Å\(^{1/2}\). Hence
\[
\Lambda=4\pi(1.816)^2=41.4\ \text{Å}.
\]
The same centre was also solved in periodic cubic cells with plane waves up to \(|\mathbf G|=4.6\) Å⁻¹:

| \(L\) (Å) | band state (eV) | raw \(\Lambda\) (Å) | \(f\) | corrected \(\Lambda\) (Å) |
|---|---|---|---|---|
| 12 | 0.054 | 79.8 | 1.918 | 41.6 |
| 16 | 0.021 | 68.0 | 1.641 | 41.4 |
| 20 | 0.010 | 61.6 | 1.488 | 41.4 |

At 20 Å the raw result is still 49% above the infinite-cell value. The first-order factor is \(1+5.67(1.37)/20=1.39\), so the full sum is needed at this size. The band energy must also be accurate: at 20 Å an error of 5 meV, for example in aligning the bulk band edge, changes \(f\) by about 16%. The mass matters too: for a host of mass \(0.5m\) with the same \(a\) and \(L\), converting the energy to \(q\) with the free mass makes \(f\) about 30% too large.

With \(\hbar/mc=3.862\times10^{-11}\) cm,
\[
\frac C\Lambda=\frac43\,\frac{2.1}{137.04}\,(3.04\times10^{15})(3.862\times10^{-11})^2\times10^{-8}
=9.26\times10^{-16}\ \text{cm}^3\text{/s per Å}.
\]
The last factor converts 1 Å to cm. Thus
\[
C=(9.26\times10^{-16})(41.4)=3.8\times10^{-14}\ \text{cm}^3\text{/s}.
\]
A single p orbital gives one third of this, \(1.3\times10^{-14}\) cm³/s.

Thermal carriers have finite \(k\). In the length form, s and d waves reach a p state. Let \(J_l\) be \(J\) with \(\varphi\) replaced by the radial wave of angular momentum \(l\), scaled to a unit plane wave. Averaging the partial-wave expansion over the direction of \(\mathbf k\) gives \(4\pi\) times a sum of separate \(l\) contributions. The three functions \(\hat{\mathbf r}Y_{1\mu}\) have total squared norm 3. The s wave takes 1 of this, because \(\hat{\mathbf r}Y_{00}\) has norm 1 and lies wholly in \(l=1\); the d waves take 2. Hence \(J^2\) becomes \(J_0^2+2J_2^2\). Averaging the resulting \(C\) over a Maxwell–Boltzmann distribution changes it by 0.3%. This is capture into the p level only. Thermal p waves do couple to the s level left out above; if that level were empty, it would add about \(1.3\times10^{-15}\) cm³/s, or 3.5% of \(C\).

The mean thermal speed is \(\sqrt{8k_BT/\pi m}=1.08\times10^7\) cm/s, so the effective cross-section is \(C/\bar v=3.6\times10^{-21}\) cm². For a chosen density of \(10^{16}\) empty centres per cm³, the radiative lifetime is \(1/(CN_d)=2.6\) ms.

## (g) What size of \(C\) is typical, and when does that estimate fail?

**Solution.** At the example's \(E\) and \(n_r\), \(C=10^{-14}\) cm³/s needs \(\Lambda=10.8\) Å, and \(C=10^{-13}\) cm³/s needs \(\Lambda=108\) Å. For an allowed transition, \(\sqrt V\,|\mathbf p|/\hbar\) is roughly an atomic wavenumber times the square root of the volume over which the states overlap. A wavenumber of 1 Å⁻¹ and volumes of 10 to 100 Å³ give \(\Lambda\sim10\) to 100 Å. This rough estimate suggests the range \(10^{-14}\) to \(10^{-13}\) cm³/s. It is an order-of-magnitude rule for neutral, compact centres with an allowed transition, a band mass near \(m\) and photon energies of about 1 to 3 eV. In the one-band model below, lighter bands, deeper levels and wider wells can exceed it.

Repeating the radial calculation, with the depth refitted each time and the index, mass and edge width fixed, gives \(C\) in \(10^{-14}\) cm³/s:

| well radius | \(E=1\) eV | 2 eV | 3 eV |
|---|---|---|---|
| 1.4 Å | 1.3 | 2.9 | 5.1 |
| 1.7 Å | 1.5 | 3.3 | 6.1 |
| 2.0 Å | 1.6 | 3.8 | 7.8 |

All nine values lie in the range, but it is not a bound. They assume three empty orbitals; with a single orbital, four of the nine fall below \(10^{-14}\) cm³/s. At \(E=3\) eV a radius of 2.3 Å gives \(1.1\times10^{-13}\) cm³/s and a radius of 2.9 Å gives \(5.6\times10^{-13}\) cm³/s. Compact wells also leave the range at other energies: at 4 eV, radii of 1.7 and 2.0 Å give \(1.1\times10^{-13}\) and \(1.7\times10^{-13}\) cm³/s, and at 0.5 eV a radius of 1.4 Å gives \(6.5\times10^{-15}\) cm³/s. From 1 to 3 eV, the explicit factor \(E\) accounts for a factor 3; the rest of the increase comes from \(\Lambda\).

The example's index is a rough in-plane value for hBN, but its energies are chosen and its well is not a calculated defect. The material is layered, with a multiband edge and anisotropic masses. Halving the band mass, at fixed radius and binding energy, gives \(1.3\times10^{-13}\) cm³/s, a factor 3.4 higher and just outside the range. A mass of \(0.2m\) gives \(8\times10^{-13}\) cm³/s in the same model. That case needs a well 57 eV deep and a bound-state kinetic energy of 24 eV, far beyond the parabolic part of a real band, so it shows a trend only. The range should not be carried over to a light-mass semiconductor without a calculation. The rough out-of-plane index 1.8 would lower \(C\) by 14% if used throughout. If the emitter sat in an empty spherical cavity, matching the potential and normal displacement at its surface would multiply the field by \(3n_r^2/(2n_r^2+1)\), and hence \(C\) by the square of this, 1.8. The Lorentz local field \((n_r^2+2)/3\) would instead give a factor 4.6. The range spans a factor 10, so the explicit factor \(n_r\) matters little, while the local-field correction and, within this one-band model, the mass can each change \(C\) severalfold. The model applies the band mass even inside the centre and has no Bloch factor, so its mass trend need not hold for a real deep level. No site in a hexagonal layered crystal such as hBN allows a threefold level: p-like orbitals split into a pair and a single orbital, or further, which leaves two final orbitals or one instead of three. Nonradiative capture adds its own coefficient, which this model does not give.

Charge can have a larger effect. For a unit charge in static permittivity \(\varepsilon\), the s wave obeys
\[
u''+\left(k^2-\frac{2\eta k}{r}\right)u=0,\qquad |\eta|=\frac1{\varepsilon a_0k},
\]
with \(a_0\) the Bohr radius and \(\eta>0\) for repulsion. Substitution shows that \(u=re^{ikr}M(1+i\eta,2,-2ikr)\), where \(M\) is the regular confluent hypergeometric function. Its large-argument form gives \(u\) the amplitude \(e^{\pi\eta/2}/(k|\Gamma(1+i\eta)|)\), with \(\Gamma\) here the gamma function. A unit plane wave requires \(1/k\). Rescaling gives the density at the centre relative to a free wave:
\[
F=|\Gamma(1+i\eta)|^2e^{-\pi\eta}=\frac{2\pi\eta}{e^{2\pi\eta}-1}.
\]
For rough \(\varepsilon=6\), mass \(m\) and 300 K, the thermal average is 27 for attraction and \(1.9\times10^{-5}\) for repulsion. Multiplying the neutral result would give about \(10^{-12}\) and \(7\times10^{-19}\) cm³/s. That step assumes a centre much smaller than \(\varepsilon a_0=3.2\) Å, whereas the well radius is 2 Å, so it is not reliable here. Solving the radial equation with the well and the Coulomb potential together, with the p level held at \(-2\) eV, gives 300 K averages of about \(2\times10^{-13}\) and \(1\times10^{-17}\) cm³/s. These move by about 10% between a point charge and a charge spread over the well. Both changes are smaller than \(F\) suggests. Part of the reason is that \(F\) is the density at the origin alone: over the size of the p orbital, the attractive Coulomb wave falls and the repulsive one grows. For these parameters repulsion takes \(C\) far below the neutral range. Attraction takes it to about twice the upper end, and with the p level at \(-1\) eV the value is \(9\times10^{-14}\) cm³/s, still inside the range. For a band mass \(m^*\), \(|\eta|\) gains a factor \(m^*/m\), so a light, strongly screened host shows a much weaker effect: with \(\varepsilon=12.9\) and \(m^*=0.067m\), the 300 K average of \(F\) is 3.5 for attraction and 0.2 for repulsion.

A symmetry-forbidden transition can fall below the range. A band wave close to an s-wave resonance has a large \(|a|\) and an enhanced amplitude inside the centre, so it can exceed the range. In each case \(C\) must be computed from its own matrix element.
